# Fluorine actinometry and the conditions for a proportional line ratio: a numerical check

```python
"""Fluorine actinometry: test of
  R = I_F/I_Ar = K (n_F/n_Ar) (1 + delta_F)/(1 + delta_Ar),
  K = b_F Q_F k_F / (b_Ar Q_Ar k_Ar).
I: photon signal at equal detector response; n: ground-state density;
b: branching fraction; Q: probability that an excited atom radiates;
k: electron excitation coefficient; delta_F: dissociative excitation and
delta_Ar: metastable excitation, each relative to direct excitation.
Model cross section: plateau*(1 - threshold/E). Energies and Te are in eV,
all other quantities in SI units. Collision data are round model values.
"""
import numpy as np
from scipy.constants import e, m_e, k as k_B, pi
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.special import gamma

E_F, E_AR, E_META, E_BOND = 14.8, 13.5, 11.5, 5.0
S_F, S_AR, S_DISS, S_META, S_STEP = 2e-21, 1e-21, 2e-22, 1e-21, 1e-20
TAU_F, TAU_AR, B_F, B_AR = 30e-9, 20e-9, 0.8, 1.0
Q_F, Q_AR, Q_META = 1e-15, 5e-16, 2e-16   # heavy-particle quenching, m3/s
X_E, K_LOSS, WALL = 1e-12, 2e-13, 1e3    # electron losses m3/s; wall loss 1/s
E_CAS, TAU_CAS, B_CAS = 16.0, 50e-9, 0.6


def maxwell(E, T):
    return 2*np.sqrt(E/pi)*T**-1.5*np.exp(-E/T)


def druyvesteyn(E, T):
    a = 1.5*T*gamma(0.75)/gamma(1.25)    # same mean energy as Maxwellian
    return 2*np.sqrt(E)*np.exp(-(E/a)**2)/(a**1.5*gamma(0.75))


def integral(func, lower, upper):
    return quad(func, lower, upper, epsabs=0, epsrel=1e-10, limit=300)[0]


def rate_quad(plateau, threshold, T, eedf=maxwell):
    def integrand(E):
        return np.sqrt(2*e*E/m_e)*(1-threshold/E)*eedf(E, T)
    return plateau*integral(integrand, threshold, threshold+40*T)


def rate_closed(plateau, threshold, T):
    return plateau*np.sqrt(8*e*T/(pi*m_e))*np.exp(-threshold/T)


def fluorine_kinetic(ne, T, nF, nM, gas, s_cas=0.0):
    """Photon rate after time evolution of two excited levels from darkness."""
    loss = Q_F*gas + X_E*ne
    direct = ne*(nF*rate_quad(S_F, E_F, T)
                 + nM*rate_quad(S_DISS, E_F+E_BOND, T))
    cascade = ne*nF*rate_quad(s_cas, E_CAS, T) if s_cas else 0.0
    scale = 1e8/direct                   # keeps matrix entries comparable
    M = np.array([[-1/TAU_F-loss, B_CAS/TAU_CAS, direct*scale],
                  [0, -1/TAU_CAS-loss, cascade*scale],
                  [0, 0, 0]])
    upper = (expm(M*5e-6) @ np.array([0, 0, 1.0]))[0]/scale
    return B_F*upper/TAU_F


def argon_kinetic(ne, T, nAr, nM, gas):
    """Photon rate from the steady state of ground, metastable, upper level."""
    gu = ne*rate_quad(S_AR, E_AR, T)
    gm = ne*rate_quad(S_META, E_META, T)
    mu = ne*rate_quad(S_STEP, E_AR-E_META, T)
    mg = WALL + Q_META*nM + ne*K_LOSS
    ug = 1/TAU_AR + Q_AR*gas + X_E*ne
    M = np.array([[1.0, 1.0, 1.0], [gm, -(mg+mu), 0], [gu, mu, -ug]])
    pop = np.linalg.solve(M, np.array([1.0, 0, 0]))
    return B_AR*nAr*pop[2]/pop[0]/TAU_AR, pop[1]/pop[0]


def survival(ne, gas):
    return (1/(1+TAU_F*(Q_F*gas+X_E*ne)),
            1/(1+TAU_AR*(Q_AR*gas+X_E*ne)))


def K_formula(ne, T, gas):
    QF, QA = survival(ne, gas)
    return B_F*QF*S_F*np.exp(-(E_F-E_AR)/T)/(B_AR*QA*S_AR)


def delta_F(T, nF, nM):
    return S_DISS/S_F*np.exp(-E_BOND/T)*nM/nF


def delta_Ar(ne, T, nM):
    k_mu = rate_closed(S_STEP, E_AR-E_META, T)
    k_gm = rate_closed(S_META, E_META, T)
    loss = WALL + Q_META*nM + ne*(K_LOSS+k_mu)
    return k_mu*k_gm*ne/(rate_closed(S_AR, E_AR, T)*loss)


def R_kinetic(ne, T, nF, nAr, nM, gas):
    return (fluorine_kinetic(ne, T, nF, nM, gas)
            / argon_kinetic(ne, T, nAr, nM, gas)[0])


def show(label, value, unit="", fmt=".4g"):
    print(f"{label} = {value:{fmt}} {unit}".rstrip())


# Working point
p, Tg, Te, ne = 3.0, 400.0, 3.0, 1e16
gas = p/(k_B*Tg)
nF, nAr, nM = 0.10*gas, 0.05*gas, 0.80*gas
dE = E_F-E_AR

# Closed Maxwellian rates against energy quadrature
for T in (2.0, 3.0, 6.0):
    for s, E0 in ((S_F, E_F), (S_AR, E_AR), (S_STEP, 2.0)):
        assert np.isclose(rate_quad(s, E0, T), rate_closed(s, E0, T), rtol=1e-7)

# Complete line-ratio law against kinetic solutions, including harsh cases
for n_el, T, f, a, m, g in ((ne, Te, nF, nAr, nM, gas),
                            (1e18, 4.0, nF, 2*nAr, nM, gas),
                            (1e17, 2.0, nF/10, nAr, nM, 100*gas),
                            (ne, 5.0, nF, nAr, 0.0, gas)):
    law = (K_formula(n_el, T, g)*f/a*(1+delta_F(T, f, m))
           / (1+delta_Ar(n_el, T, m)))
    assert np.isclose(R_kinetic(n_el, T, f, a, m, g), law, rtol=1e-6)

# Cascades enter as an apparent excitation coefficient
s_cas = 1e-21
loss = Q_F*gas+X_E*ne
beta = B_CAS/(1+TAU_CAS*loss)
k_app = rate_closed(S_F, E_F, Te)+beta*rate_closed(s_cas, E_CAS, Te)
cas_law = B_F*survival(ne, gas)[0]*ne*nF*k_app
assert np.isclose(fluorine_kinetic(ne, Te, nF, 0, gas, s_cas), cas_law, rtol=1e-6)

# Logarithmic slope against n_F at fixed molecular density
h = 1e-3
slope = (np.log(R_kinetic(ne, Te, nF*np.exp(h), nAr, nM, gas))
         - np.log(R_kinetic(ne, Te, nF*np.exp(-h), nAr, nM, gas)))/(2*h)
assert np.isclose(slope, 1/(1+delta_F(Te, nF, nM)), rtol=1e-5)

# Temperature-sensitivity identity for two differently peaked cross sections


def moment(E0, power, T, order):
    return integral(lambda E: (1-E0/E)*(E0/E)**power*E**order*np.exp(-E/T),
                    E0, E0+40*T)


def log_ratio(T):
    return np.log(moment(E_F, 0.5, T, 1)/moment(E_AR, 2.0, T, 1))


sens_fd = (log_ratio(Te*np.exp(h))-log_ratio(Te*np.exp(-h)))/(2*h)
mean_F = moment(E_F, 0.5, Te, 2)/moment(E_F, 0.5, Te, 1)
mean_A = moment(E_AR, 2.0, Te, 2)/moment(E_AR, 2.0, Te, 1)
assert np.isclose(sens_fd, (mean_F-mean_A)/Te, rtol=1e-4)

# Steepening tail: ratio lies below the local-temperature exponential
dru = (rate_quad(S_F, E_F, Te, druyvesteyn)
       / rate_quad(S_AR, E_AR, Te, druyvesteyn))
a_dru = 1.5*Te*gamma(0.75)/gamma(1.25)
T_tail = a_dru**2/(2*E_AR)
bound = S_F/S_AR*np.exp(-dE/T_tail)
assert dru < bound

# Periodic heating: time-averaged emission follows averaged excitation
period = 1/13.56e6


def T_rf(t):
    return Te+0.6*np.cos(2*pi*t)          # t in periods


def rhs(t, y):
    T = T_rf(t)
    kF = rate_closed(S_F, E_F, T)*1e17
    kA = rate_closed(S_AR, E_AR, T)*1e17
    return [kF-y[0]*period/TAU_F, kA-y[1]*period/TAU_AR, y[0], y[1]]


sol = solve_ivp(rhs, (0, 21), [0, 0, 0, 0], method="DOP853",
                t_eval=[20, 21], rtol=1e-10, atol=1e-12)
avg = sol.y[2:, 1]-sol.y[2:, 0]
rf_ratio = (avg[0]/TAU_F)/(avg[1]/TAU_AR)
phase = np.arange(400)/400
rf_law = (rate_closed(S_F, E_F, T_rf(phase)).mean()
          / rate_closed(S_AR, E_AR, T_rf(phase)).mean())
assert np.isclose(rf_ratio, rf_law, rtol=1e-6)

# Slab sight line: n_e ~ cos(pi x/2), density ratio 2(1-0.3 x^2)
K = K_formula(ne, Te, gas)
sig_F = integral(lambda x: K*np.cos(pi*x/2)*2*(1-0.3*x*x), -1, 1)
sig_A = integral(lambda x: np.cos(pi*x/2), -1, 1)
sight = sig_F/sig_A/K
assert np.isclose(sight, 2*(1-0.3*(1-8/pi**2)), rtol=1e-9)
plain = integral(lambda x: 2*(1-0.3*x*x), -1, 1)/2

# Worked example
QF, QA = survival(ne, gas)
R = R_kinetic(ne, Te, nF, nAr, nM, gas)
show("Gas pressure", p, "Pa")
show("Gas temperature", Tg, "K")
show("Electron temperature", Te, "eV")
show("Electron density", ne, "m^-3")
show("Total gas density", gas, "m^-3")
show("Densities: F", nF, "m^-3")
show("Densities: Ar", nAr, "m^-3")
show("Densities: F-bearing molecules", nM, "m^-3")
print(f"Thresholds F, Ar, metastable = {E_F}, {E_AR}, {E_META} eV")
print(f"Extra dissociation energy = {E_BOND} eV")
print(f"Plateaus F, Ar, dissociative = {S_F:.1e}, {S_AR:.1e}, {S_DISS:.1e} m^2")
print(f"Plateaus to metastable, from it = {S_META:.1e}, {S_STEP:.1e} m^2")
print(f"Lifetimes F, Ar = {TAU_F*1e9:.0f}, {TAU_AR*1e9:.0f} ns")
print(f"Branching fractions F, Ar = {B_F}, {B_AR}")
print(f"Quenching F, Ar, metastable = {Q_F:.1e}, {Q_AR:.1e}, {Q_META:.1e} m^3/s")
print(f"Electron loss upper, metastable = {X_E:.1e}, {K_LOSS:.1e} m^3/s")
show("Metastable wall loss", WALL, "s^-1")
show("k_F", rate_closed(S_F, E_F, Te), "m^3/s")
show("k_Ar", rate_closed(S_AR, E_AR, Te), "m^3/s")
show("k_F/k_Ar", S_F/S_AR*np.exp(-dE/Te))
print(f"Survival Q_F, Q_Ar = {QF:.5f}, {QA:.5f}")
show("K", K)
show("delta_F", delta_F(Te, nF, nM))
show("delta_Ar", delta_Ar(ne, Te, nM))
show("Line ratio R from kinetics", R)
show("True n_F/n_Ar", nF/nAr)
show("Apparent ratio R/K", R/K)
show("Apparent F density n_Ar R/K", nAr*R/K, "m^-3")
show("Log slope of R against n_F", slope)
show("delta_F at 1% F and 90% molecules", delta_F(Te, 0.01, 0.90))
show("delta_Ar without molecular quenching", delta_Ar(ne, Te, 0))
show("delta_Ar, n_e = 1e18 m^-3, with molecules", delta_Ar(1e18, Te, nM))
show("Metastable/ground density", argon_kinetic(ne, Te, nAr, nM, gas)[1])
for T in (2.0, 3.0, 4.0, 6.0):
    show(f"K at Te = {T:.0f} eV", K_formula(ne, T, gas))
show("K(4 eV)/K(3 eV)", K_formula(ne, 4, gas)/K_formula(ne, 3, gas))
show("Te sensitivity dlnK/dlnTe, plateau model", dE/Te)
show("Same sensitivity, peaked cross sections", sens_fd)
dT = 0.05*Te**2/dE
show("Linear estimate of Te rise for 5% K change", dT, "eV")
show("Actual K change for that rise", 100*(np.exp(dE/Te-dE/(Te+dT))-1), "%")
show("Druyvesteyn k_F/k_Ar, same mean energy", dru)
show("Druyvesteyn local tail temperature", T_tail, "eV")
show("Local-temperature upper bound", bound)
for pp in (30.0, 300.0):
    qf, qa = survival(ne, pp/(k_B*Tg))
    show(f"Q_F/Q_Ar at {pp:.0f} Pa", qf/qa)
show("RF-averaged k_F/k_Ar, Te = 3 +/- 0.6 eV, 13.56 MHz", rf_ratio)
show("Cascade test: apparent k_F/direct k_F", k_app/rate_closed(S_F, E_F, Te))
show("Slab: emission-weighted density ratio", sight)
show("Slab: unweighted density ratio", plain)
print("every check passed")
```

It prints:

```
Gas pressure = 3 Pa
Gas temperature = 400 K
Electron temperature = 3 eV
Electron density = 1e+16 m^-3
Total gas density = 5.432e+20 m^-3
Densities: F = 5.432e+19 m^-3
Densities: Ar = 2.716e+19 m^-3
Densities: F-bearing molecules = 4.346e+20 m^-3
Thresholds F, Ar, metastable = 14.8, 13.5, 11.5 eV
Extra dissociation energy = 5.0 eV
Plateaus F, Ar, dissociative = 2.0e-21, 1.0e-21, 2.0e-22 m^2
Plateaus to metastable, from it = 1.0e-21, 1.0e-20 m^2
Lifetimes F, Ar = 30, 20 ns
Branching fractions F, Ar = 0.8, 1.0
Quenching F, Ar, metastable = 1.0e-15, 5.0e-16, 2.0e-16 m^3/s
Electron loss upper, metastable = 1.0e-12, 2.0e-13 m^3/s
Metastable wall loss = 1000 s^-1
k_F = 1.67e-17 m^3/s
k_Ar = 1.288e-17 m^3/s
k_F/k_Ar = 1.297
Survival Q_F, Q_Ar = 0.98367, 0.99440
K = 1.026
delta_F = 0.1511
delta_Ar = 0.001288
Line ratio R from kinetics = 2.359
True n_F/n_Ar = 2
Apparent ratio R/K = 2.299
Apparent F density n_Ar R/K = 6.245e+19 m^-3
Log slope of R against n_F = 0.8687
delta_F at 1% F and 90% molecules = 1.7
delta_Ar without molecular quenching = 0.03789
delta_Ar, n_e = 1e18 m^-3, with molecules = 0.03944
Metastable/ground density = 2.788e-06
K at Te = 2 eV = 0.8263
K at Te = 3 eV = 1.026
K at Te = 4 eV = 1.144
K at Te = 6 eV = 1.274
K(4 eV)/K(3 eV) = 1.114
Te sensitivity dlnK/dlnTe, plateau model = 0.4333
Same sensitivity, peaked cross sections = 0.7723
Linear estimate of Te rise for 5% K change = 0.3462 eV
Actual K change for that rise = 4.585 %
Druyvesteyn k_F/k_Ar, same mean energy = 0.6364
Druyvesteyn local tail temperature = 1.371 eV
Local-temperature upper bound = 0.7748
Q_F/Q_Ar at 30 Pa = 0.9065
Q_F/Q_Ar at 300 Pa = 0.5869
RF-averaged k_F/k_Ar, Te = 3 +/- 0.6 eV, 13.56 MHz = 1.337
Cascade test: apparent k_F/direct k_F = 1.196
Slab: emission-weighted density ratio = 1.886
Slab: unweighted density ratio = 1.8
every check passed
```
